# When harmonic averaging of face diffusivities freezes a diffusion front: verification in Python

```python
"""
Result under test: for D = D0*u**n (u = c/Cs, n >= 1), harmonic face averaging
of nodal diffusivities freezes a front entering u = 0, while arithmetic
averaging converges to the true moving front. A small floor in D turns the
freeze into a delay per node of 14 h^2/(15 D0 nu), nu = ni/Cs.
Symbols: h node spacing (um), D0 diffusivity at the surface concentration Cs,
p hole density / Cs, x_f front depth, lam = x_f/sqrt(D0 t).
Example: zinc in GaAs, rough typical parameters. Lengths in um, times in s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import odeint, quad, solve_ivp
from scipy.optimize import brentq
import mpmath as mp

# ---------- rough example inputs ----------
Cs = 1e20                 # cm^-3
D0_cm = 1e-11             # cm^2/s
D0 = D0_cm * 1e8          # um^2/s
T = 650 + const.zero_Celsius
t_end = 3600.0
t_pre = 900.0
gap = 1.1                 # eV at temperature
m_e, m_h = 0.067, 0.5
kT = const.k * T / const.e


def band_density(mass):
    wave = 2 * np.pi * mass * const.m_e * const.k * T / const.h**2
    return 2 * wave**1.5 * 1e-6


Nc, Nv = band_density(m_e), band_density(m_h)
ni = np.sqrt(Nc * Nv) * np.exp(-gap / (2 * kT))
nu = ni / Cs


# ---------- face means and diffusivity laws ----------
def arithmetic(a, b):
    return 0.5 * (a + b)


def harmonic(a, b):
    return 2 * a * b / (a + b + 1e-300)


def kirchhoff_quadratic(a, b):
    return (a + b + np.sqrt(a * b)) / 3


def quadratic(u):
    return u * u


def holes(u, v):
    return u / 2 + np.sqrt(u * u / 4 + v * v)


def intrinsic_law(v):
    def law(u):
        p = holes(u, v)
        return p**4 / (p * p + v * v)
    return law


def evolve(start, h, times, mean, law):
    """Node 0 is held fixed; the far end is sealed."""
    surface = start[0]

    def rate(values, t):
        u = np.concatenate(([surface], values))
        d = law(u)
        flux = D0 * mean(d[:-1], d[1:]) * (u[:-1] - u[1:]) / h
        return (flux - np.append(flux[1:], 0.0)) / h

    out = odeint(rate, start[1:], times, ml=1, mu=1, rtol=1e-7,
                 atol=1e-10, mxstep=500000)
    assert np.all(np.isfinite(out))
    return np.column_stack((np.full(len(times), surface), out))


def step_start(length, h):
    u = np.zeros(int(round(length / h)) + 1)
    u[0] = 1.0
    return u


def depth(u, h, level=0.1):
    k = np.max(np.nonzero(u > level))
    return h * (k + (u[k] - level) / (u[k] - u[k + 1]))


def dose(u, h):
    return h * (0.5 * u[0] + np.sum(u[1:]))


# ---------- similarity solution for n = 2 ----------
n = 2
s0 = 1e-3
a1, a2 = n / 2, -n / (4 * (n + 1))
similar = solve_ivp(
    lambda s, y: [y[1], ((1 - s) * y[1] / 2 - y[1]**2 / n) / y[0]],
    (s0, 1), [a1 * s0 + a2 * s0**2, a1 + 2 * a2 * s0],
    method="LSODA", rtol=1e-10, atol=1e-13, dense_output=True)
w_surface = similar.y[0, -1]
lam = w_surface**-0.5


def profile(x_over_front):
    s = 1 - np.asarray(x_over_front, dtype=float)
    inner = similar.sol(np.clip(s, s0, 1))[0]
    w = np.where(s < s0, a1 * s + a2 * s * s, inner)
    return np.where(s > 0, np.maximum(w, 0) / w_surface, 0.0)**(1 / n)


x_f = lam * np.sqrt(D0 * t_end)
x_pre = lam * np.sqrt(D0 * t_pre)
area = quad(lambda z: float(profile(z)), 0, 1, limit=200)[0]
dose_true = x_f * area
x_true = x_f * brentq(lambda z: float(profile(z)) - 0.1, 0.5, 1)
# mass balance: surface flux must supply half the similarity dose
slope = similar.y[1, -1] / w_surface / lam
assert abs(slope / n - lam * area / 2) < 1e-4

# ---------- resistance of the true steady profile ----------
for power in (0.5, 1, 2, 3):
    def steady(s):
        return (1 - s)**(1 / (power + 1))
    for s in (0.2, 0.5, 0.8):
        grad = (steady(s + 1e-5) - steady(s - 1e-5)) / 2e-5
        assert abs(-steady(s)**power * grad - 1 / (power + 1)) < 1e-7
    resistance = quad(lambda s: steady(s)**-power, 0, 1, limit=200)[0]
    assert abs(resistance - (power + 1)) < 1e-5

# ---------- fixed material barrier, one cell thick ----------
barrier = np.ones(21)
barrier[10] = 1e-4


def steady_flux(mean):
    g = mean(barrier[:-1], barrier[1:])
    matrix = np.diag(g[:-1] + g[1:])
    matrix -= np.diag(g[1:-1], 1) + np.diag(g[1:-1], -1)
    source = np.zeros(19)
    source[0] = g[0]
    return g[0] * (1 - np.linalg.solve(matrix, source)[0])


def local_resistance(x):
    return 1 / barrier[int(np.floor(x + 0.5))]


edges = [0, 9.5, 10.5, 20]
exact_flux = 1 / sum(quad(local_resistance, l, r)[0]
                     for l, r in zip(edges[:-1], edges[1:]))
flux_h, flux_a = steady_flux(harmonic), steady_flux(arithmetic)
assert abs(flux_h / exact_flux - 1) < 1e-8
assert flux_a / exact_flux > 100

# ---------- arithmetic scheme against the true front ----------
meshes = (0.05, 0.025, 0.0125)
depths, doses, errors = [], [], []
for h in meshes:
    u = evolve(step_start(3, h), h, [0, t_end], arithmetic, quadratic)[-1]
    x = h * np.arange(len(u))
    depths.append(depth(u, h))
    doses.append(dose(u, h))
    errors.append(h * np.sum(abs(u - profile(x / x_f))) / dose_true)
    assert abs(depths[-1] - x_true) < 2 * h
assert errors[2] < 0.5 * errors[0]
h = 0.025
u = evolve(step_start(3, h), h, [0, t_end], kirchhoff_quadratic, quadratic)[-1]
depth_k = depth(u, h)
assert abs(depth_k - x_true) < 2 * h

# ---------- harmonic scheme: undoped start and prediffused start ----------
u = evolve(step_start(3, h), h, [0, t_end], harmonic, quadratic)[-1]
undoped_max = np.max(abs(u[1:]))
assert undoped_max < 1e-12
frozen_depth, frozen_dose, box_gap = [], [], []
for h in meshes[1:]:
    x = h * np.arange(int(round(3 / h)) + 1)
    start = profile(x / x_pre)
    last = np.max(np.nonzero(start > 0))
    times = [t_pre, 1200.0, t_end]
    u = evolve(start, h, times, harmonic, quadratic)
    box = evolve(start[:last + 1], h, times, arithmetic, quadratic)
    assert np.max(abs(u[:, last + 1:])) < 1e-12
    frozen_depth.append(h * np.max(np.nonzero(u[-1] > 1e-12)))
    frozen_dose.append(dose(u[-1], h))
    box_gap.append(np.mean(abs(u[1, :last + 1] - box[1])))
    assert frozen_dose[-1] < 0.8 * dose_true
assert box_gap[-1] < 0.01

# ---------- diffusivity with built-in field, from the flux definition ----------
v = 0.1
for u0 in (0.02, 0.1, 0.5, 1.0):
    du = 1e-5
    lo, hi = holes(u0 - du, v), holes(u0 + du, v)
    diffusion = ((u0 + du) * hi**2 - (u0 - du) * lo**2) / (2 * du)
    drift = u0 * holes(u0, v)**2 * np.log(hi / lo) / (2 * du)
    assert abs((diffusion - drift) / 2 - intrinsic_law(v)(u0)) < 1e-7

# ---------- waiting time per node, floor and seed ----------
h = 0.025
wait = 14 * h**2 / (15 * D0 * nu)
times = np.linspace(0, 3.5 * wait, 7001)
chain = evolve(step_start(6 * h, h), h, times, harmonic, intrinsic_law(nu))


def arrival(series, clock):
    k = np.argmax(series > 0.5)
    assert k > 0
    return np.interp(0.5, series[k - 1:k + 1], clock[k - 1:k + 1])


arrivals = [arrival(chain[:, k], times) for k in (1, 2, 3)]
intervals = np.diff([0] + arrivals)
assert np.all(abs(intervals / wait - 1) < 0.01)
seed = 1e-4
seed_wait = h**2 / (2 * D0 * seed)
start = np.full(7, seed)
start[0] = 1.0
times = np.linspace(0, 1.5 * seed_wait, 6001)
chain = evolve(start, h, times, harmonic, quadratic)
seed_arrival = arrival(chain[:, 1], times)
assert abs(seed_arrival / seed_wait - 1) < 0.01

# ---------- harmonic scheme with the physical floor ----------
floor_meshes = (0.025, 0.0125, 0.00625)
floor_nodes = []
for h in floor_meshes:
    u = evolve(step_start(0.3, h), h, [0, t_end], harmonic,
               intrinsic_law(nu))[-1]
    floor_nodes.append(int(np.sum(u[1:] > 0.1)))
    expected = t_end / (14 * h**2 / (15 * D0 * nu))
    assert abs(floor_nodes[-1] - expected) < 1.01
h_need = 15 * D0 * nu * t_end / (14 * x_f)

# a large floor makes both sides of the mesh criterion reachable
v_big = 0.05
h_need_big = 15 * D0 * v_big * t_end / (14 * x_f)
ratios = []
for h in (0.3, 0.0125):
    pair = [depth(evolve(step_start(3.6, h), h, [0, t_end], mean,
                         intrinsic_law(v_big))[-1], h)
            for mean in (harmonic, arithmetic)]
    ratios.append(pair[0] / pair[1])
assert ratios[0] < 0.8 and ratios[1] > 0.95

# ---------- neglected effects: intrinsic floor and hole degeneracy ----------
jd = (1 / np.sqrt(8), -4.95009e-3, 1.48386e-4, -4.42563e-6)


def log_excess(r):
    return sum(c * r**(k + 1) for k, c in enumerate(jd))


r_surface = Cs / Nv
fermi = np.log(r_surface) + log_excess(r_surface)
r_check = float(mp.re(-mp.polylog(1.5, -mp.exp(fermi))))
assert abs(r_check / r_surface - 1) < 0.005


def degenerate_raw(u):
    r = abs(u) * r_surface
    stiff = 1 + sum((k + 1) * c * r**(k + 1) for k, c in enumerate(jd))
    return (r * np.exp(log_excess(r)))**2 * (1 + stiff)


def degenerate(u):
    return degenerate_raw(u) / degenerate_raw(1.0)


h = 0.025
u_i = evolve(step_start(3, h), h, [0, t_end], arithmetic,
             intrinsic_law(nu))[-1]
u_d = evolve(step_start(3, h), h, [0, t_end], arithmetic, degenerate)[-1]
depth_i, depth_d = depth(u_i, h), depth(u_d, h)
assert abs(depth_i / depths[1] - 1) < 0.01

# ---------- report ----------
print(f"surface concentration Cs = {Cs:.1e} cm^-3")
print(f"D at Cs = {D0_cm:.1e} cm^2/s")
print(f"temperature = {T:.2f} K, kT = {kT:.5f} eV")
print(f"gap = {gap:.2f} eV, masses = {m_e}, {m_h} (electron masses)")
print(f"anneal = {t_end:.0f} s, prediffusion = {t_pre:.0f} s")
print(f"Nc = {Nc:.3e} cm^-3, Nv = {Nv:.3e} cm^-3")
print(f"intrinsic density ni = {ni:.3e} cm^-3, nu = {nu:.3e}")
print(f"floor D(0)/D(Cs) = {intrinsic_law(nu)(0.0):.3e}")
print(f"sqrt(D0 t) = {np.sqrt(D0 * t_end):.4f} um")
print(f"similarity w(1) = {w_surface:.5f}, lambda = {lam:.5f}")
print(f"true front depth = {x_f:.4f} um")
print(f"true depth at u=0.1 = {x_true:.4f} um")
print(f"true dose/Cs = {dose_true:.4f} um")
print(f"true dose = {dose_true * 1e-4 * Cs:.3e} cm^-2")
for h, d, q, e in zip(meshes, depths, doses, errors):
    print(f"arithmetic h={h*1e3:.1f} nm: depth(u=0.1) {d:.4f} um, "
          f"dose/Cs {q:.4f} um, L1 error {100*e:.3f} %")
print(f"arithmetic depth shift, last halving = "
      f"{(depths[2]-depths[1])*1e3:.2f} nm")
print(f"Kirchhoff h=25 nm: depth(u=0.1) = {depth_k:.4f} um")
print(f"harmonic, undoped start: largest interior u = {undoped_max:.1e}")
print(f"true front after prediffusion = {x_pre:.4f} um")
for h, d, q, g in zip(meshes[1:], frozen_depth, frozen_dose, box_gap):
    print(f"harmonic prediffused h={h*1e3:.1f} nm: last wet node {d:.4f} um, "
          f"dose/Cs {q:.4f} um")
    print(f"  mean |u - sealed box u| at 1200 s = {g:.2e}")
print(f"barrier cell D ratio = {barrier[10]:.1e}")
print(f"barrier flux / exact: harmonic {flux_h/exact_flux:.6f}, "
      f"arithmetic {flux_a/exact_flux:.1f}")
print(f"wait per node, formula, h=25 nm = {wait:.1f} s")
print("measured waits, nodes 1-3 = "
      + ", ".join(f"{q:.1f}" for q in intervals) + " s")
print(f"seed u = {seed:.1e}: wait formula {seed_wait:.1f} s, "
      f"measured {seed_arrival:.1f} s")
for h, k in zip(floor_meshes, floor_nodes):
    print(f"harmonic with floor h={h*1e3:.2f} nm: {k} nodes, "
          f"depth {k*h*1e3:.1f} nm")
print(f"largest mesh that could release front = {h_need*1e3:.3f} nm")
print(f"nodes over true depth at that mesh = {x_f/h_need:.0f}")
print(f"large floor test nu = {v_big}: mesh limit {h_need_big*1e3:.1f} nm")
print(f"  harmonic/arithmetic depth: h=300 nm {ratios[0]:.3f}, "
      f"h=12.5 nm {ratios[1]:.3f}")
print(f"intrinsic floor shifts arithmetic depth by "
      f"{(depth_i-depths[1])*1e3:.4f} nm")
print(f"surface holes/Nv = {r_surface:.3f}, Fermi level "
      f"{fermi:.3f} kT inside valence band")
print(f"degenerate activity factor = {np.exp(log_excess(r_surface)):.3f}")
print(f"degenerate-law depth(u=0.1) = {depth_d:.4f} um, "
      f"change {100*(depth_d/depths[1]-1):.1f} %")
print("tests ok")
```

Output:

```
surface concentration Cs = 1.0e+20 cm^-3
D at Cs = 1.0e-11 cm^2/s
temperature = 923.15 K, kT = 0.07955 eV
gap = 1.10 eV, masses = 0.067, 0.5 (electron masses)
anneal = 3600 s, prediffusion = 900 s
Nc = 2.349e+18 cm^-3, Nv = 4.789e+19 cm^-3
intrinsic density ni = 1.054e+16 cm^-3, nu = 1.054e-04
floor D(0)/D(Cs) = 5.557e-09
sqrt(D0 t) = 1.8974 um
similarity w(1) = 0.84119, lambda = 1.09032
true front depth = 2.0687 um
true depth at u=0.1 = 2.0513 um
true dose/Cs = 1.4288 um
true dose = 1.429e+16 cm^-2
arithmetic h=50.0 nm: depth(u=0.1) 2.0557 um, dose/Cs 1.4314 um, L1 error 0.122 %
arithmetic h=25.0 nm: depth(u=0.1) 2.0523 um, dose/Cs 1.4298 um, L1 error 0.077 %
arithmetic h=12.5 nm: depth(u=0.1) 2.0514 um, dose/Cs 1.4292 um, L1 error 0.021 %
arithmetic depth shift, last halving = -0.87 nm
Kirchhoff h=25 nm: depth(u=0.1) = 2.0500 um
harmonic, undoped start: largest interior u = 0.0e+00
true front after prediffusion = 1.0344 um
harmonic prediffused h=25.0 nm: last wet node 1.0250 um, dose/Cs 1.0363 um
  mean |u - sealed box u| at 1200 s = 4.20e-05
harmonic prediffused h=12.5 nm: last wet node 1.0250 um, dose/Cs 1.0301 um
  mean |u - sealed box u| at 1200 s = 9.22e-06
barrier cell D ratio = 1.0e-04
barrier flux / exact: harmonic 1.000000, arithmetic 455.4
wait per node, formula, h=25 nm = 5533.1 s
measured waits, nodes 1-3 = 5535.3, 5533.9, 5534.2 s
seed u = 1.0e-04: wait formula 3125.0 s, measured 3127.5 s
harmonic with floor h=25.00 nm: 0 nodes, depth 0.0 nm
harmonic with floor h=12.50 nm: 2 nodes, depth 25.0 nm
harmonic with floor h=6.25 nm: 10 nodes, depth 62.5 nm
largest mesh that could release front = 0.197 nm
nodes over true depth at that mesh = 10524
large floor test nu = 0.05: mesh limit 93.2 nm
  harmonic/arithmetic depth: h=300 nm 0.391, h=12.5 nm 0.994
intrinsic floor shifts arithmetic depth by 0.0000 nm
surface holes/Nv = 2.088, Fermi level 1.454 kT inside valence band
degenerate activity factor = 2.050
degenerate-law depth(u=0.1) = 1.5895 um, change -22.6 %
tests ok
```
